# One Channel for a Two-Lead Anderson Model in Equilibrium, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The rotation and the equilibrium mapping

### The decision that depends on it

Before a calculation on an interacting level between two leads, one must decide how many lead states to keep. Suppose that each lead is represented by $N$ orbitals. With two spin directions the level and both leads have $2(1+2N)$ single-particle states, so the many-body space has dimension $4^{1+2N}$. If one combination of the leads suffices, the dimension is $4^{1+N}$. For $N=2$ this is the difference between 1024 and 64.

The reduction is an exact property of the model under two kinds of condition. The Hamiltonian separates if the left and right states can be paired at equal energy. The density matrix separates as well if the leads share one temperature and one chemical potential. Part I derives both statements; Part II treats what happens when a condition is dropped, and how the transmission between the leads is recovered from a one-channel calculation.

### Model and conventions

The leads are $\alpha=L,R$, the spin is $\sigma=\uparrow,\downarrow$, and $k$ labels a pair of lead states, one in each lead, with the same energy $\varepsilon_k$. The Hamiltonian is

$$H=H_d+\sum_{\alpha k\sigma}\varepsilon_k\,c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+H_T,$$

$$H_d=\varepsilon_d\sum_\sigma d^\dagger_\sigma d_\sigma+U\,d^\dagger_\uparrow d_\uparrow d^\dagger_\downarrow d_\downarrow,$$

$$H_T=\sum_{\alpha k\sigma}\left(V_{\alpha k}\,c^\dagger_{\alpha k\sigma}d_\sigma+V^*_{\alpha k}\,d^\dagger_\sigma c_{\alpha k\sigma}\right).$$

The operators obey $\{c_{\alpha k\sigma},c^\dagger_{\alpha'k'\sigma'}\}=\delta_{\alpha\alpha'}\delta_{kk'}\delta_{\sigma\sigma'}$, and every lead operator anticommutes with $d_\sigma$ and $d_\sigma^\dagger$. The lead electrons do not interact with each other or with the charge on the level. Tunnelling conserves spin and has the same amplitude for both spins. The amplitudes $V_{\alpha k}$ may be complex, and the ratio $V_{Rk}/V_{Lk}$ may change with $k$.

Energies are measured from the common chemical potential, so the grand-canonical weight is $e^{-\beta H}$ with $\beta=1/k_BT$.

### Reading the channel off the tunnelling term

Fix $k$ and $\sigma$, and suppress these labels while the algebra concerns one pair. The part of $H_T$ that moves an electron from the level to the leads is

$$V_Lc_L^\dagger d+V_Rc_R^\dagger d=(V_Lc_L^\dagger+V_Rc_R^\dagger)\,d .$$

The bracket creates an electron in one definite superposition. To make it a normalised fermion operator, write it as $V e^\dagger$ with $V>0$:

$$e^\dagger=\frac{V_Lc_L^\dagger+V_Rc_R^\dagger}{V},\qquad e=\frac{V_L^*c_L+V_R^*c_R}{V}.$$

The normalisation condition fixes $V$. The mixed anticommutators $\{c_L,c_R^\dagger\}$ vanish, so

$$\{e,e^\dagger\}=\frac{V_L^*V_L+V_R^*V_R}{V^2}=1
\quad\Longrightarrow\quad V=\sqrt{|V_L|^2+|V_R|^2}.$$

The squares add, not the amplitudes. Two equal leads give a coupling $\sqrt2$ times that of one lead, whatever the relative phase of $V_L$ and $V_R$. If both amplitudes vanish for some pair, neither state couples and both belong to the free part of the problem; from here on $V>0$.

With the labels restored, and with the Hermitian conjugate included,

$$H_T=\sum_{k\sigma}V_k\left(e^\dagger_{k\sigma}d_\sigma+d^\dagger_\sigma e_{k\sigma}\right).$$

### The orthogonal combination

Two lead operators span a two-dimensional space, so one more operator is needed. Let $o=x c_L+y c_R$ and require that it be independent of $e$:

$$\{o,e^\dagger\}=\frac{xV_L+yV_R}{V}=0 .$$

This is solved by $x=-V_R/V$ and $y=V_L/V$, up to a common factor. The choice

$$o=\frac{-V_Rc_L+V_Lc_R}{V}$$

is normalised, because $\{o,o^\dagger\}=(|V_R|^2+|V_L|^2)/V^2=1$. Also $\{e,o\}=0$, since both contain annihilators alone. Operators with different $k$ or $\sigma$ anticommute because the original ones do. The new set therefore obeys the same algebra as the old one.

For real positive amplitudes, set $\cos\theta=V_L/V$ and $\sin\theta=V_R/V$. Then

$$e=\cos\theta\,c_L+\sin\theta\,c_R,\qquad o=-\sin\theta\,c_L+\cos\theta\,c_R,$$

which is a rotation with $\tan\theta=V_R/V_L$. For complex amplitudes it is a unitary transformation. The names even and odd, used below for $e$ and $o$, come from the case $V_L=V_R$; they do not imply a mirror symmetry in general. When $V_R=0$, $e$ is the left operator up to a phase, and $o$ is the right one up to a phase.

To see that no other combination is free of tunnelling, take $a=xc_L+yc_R$ and use $[A,BC]=\{A,B\}C-B\{A,C\}$:

$$[a,H_T]=V\{a,e^\dagger\}\,d .$$

The term $d^\dagger e$ contributes nothing because $a$ anticommutes with both factors. The commutator vanishes if and only if $\{a,e^\dagger\}=0$, which is the condition that fixed $o$ up to a factor. Thus, for each $k$ and spin, exactly one normalised combination, up to phase, is uncoupled.

A channel here means one set of states $e_{k\sigma}$, one for each $k$ and spin. It does not mean a single orbital: all energies of the band are still present.

### The lead energy after the rotation

A combination that is absent from $H_T$ could still reach the level through the lead Hamiltonian, if that Hamiltonian mixed $o$ with $e$. The inverse transformation settles this. From the definitions,

$$V_Le-V_R^*o=\frac{|V_L|^2c_L+V_LV_R^*c_R+|V_R|^2c_L-V_R^*V_Lc_R}{V}=Vc_L,$$

$$V_Re+V_L^*o=\frac{V_RV_L^*c_L+|V_R|^2c_R-V_L^*V_Rc_L+|V_L|^2c_R}{V}=Vc_R .$$

Hence

$$c_L=\frac{V_Le-V_R^*o}{V},\qquad c_R=\frac{V_Re+V_L^*o}{V}.$$

Write $n_a=a^\dagger a$ for each operator. Multiplying out gives

$$n_L=\frac{|V_L|^2n_e+|V_R|^2n_o-V_L^*V_R^*e^\dagger o-V_LV_Ro^\dagger e}{V^2},$$

$$n_R=\frac{|V_R|^2n_e+|V_L|^2n_o+V_L^*V_R^*e^\dagger o+V_LV_Ro^\dagger e}{V^2}.$$

The mixed terms have opposite signs, and the coefficients of $n_e$ and $n_o$ each add to one:

$$n_L+n_R=n_e+n_o .$$

Since both states of the pair have energy $\varepsilon_k$, the lead energy is $\varepsilon_k(n_e+n_o)$. This is where equal energies are needed. The interaction $U$ contains no lead operator, so the rotation does not touch it. The Hamiltonian becomes

$$H=H_1+H_o,\qquad H_o=\sum_{k\sigma}\varepsilon_k\,o^\dagger_{k\sigma}o_{k\sigma},$$

$$H_1=H_d+\sum_{k\sigma}\varepsilon_k\,e^\dagger_{k\sigma}e_{k\sigma}+\sum_{k\sigma}V_k\left(e^\dagger_{k\sigma}d_\sigma+d^\dagger_\sigma e_{k\sigma}\right).$$

$H_1$ is a one-channel Anderson Hamiltonian with the same $\varepsilon_d$, $U$ and $\varepsilon_k$. No mean-field step and no expansion in $U$ or $V$ has been made. The angle may differ from one $k$ to the next, because each pair is rotated separately.

### Factorisation of the many-body states

Every term of $H_1$ contains two or four operators of the type $d,e$. Such a product commutes with each $o$ and $o^\dagger$: moving an odd operator through it produces an even number of minus signs. Hence $[H_1,H_o]=0$, and the number of odd electrons in each state is conserved.

Let $A_a^\dagger$ be a product of $d^\dagger$ and $e^\dagger$ operators, and $O_\nu^\dagger$ a product of $o^\dagger$ operators with occupations $\nu_{k\sigma}=0,1$. The empty state $|0\rangle$ is the same before and after the rotation, because the new annihilators are linear in the old ones. The states $|a,\nu\rangle=O_\nu^\dagger A_a^\dagger|0\rangle$ form a basis, and

$$H_1|a,\nu\rangle=O_\nu^\dagger H_1A_a^\dagger|0\rangle=\sum_b|b,\nu\rangle(H_1)_{ba}.$$

The matrix $(H_1)_{ba}$ is that of the one-channel model and does not depend on $\nu$. The odd electrons add $E_\nu=\sum_{k\sigma}\varepsilon_k\nu_{k\sigma}$. Every two-lead energy is therefore a one-channel energy plus some $E_\nu$, and

$$Z=\mathrm{Tr}\,e^{-\beta H}=Z_1\prod_k\left(1+e^{-\beta\varepsilon_k}\right)^2 .$$

The square comes from the two spins. Here $Z_1=\mathrm{Tr}\,e^{-\beta H_1}$ is taken in the one-channel space.

The level's contribution to the thermodynamics is found by removing that of bare leads. Two bare leads have $Z_{\rm bare}=\prod_k(1+e^{-\beta\varepsilon_k})^4$. Therefore

$$\ln Z-\ln Z_{\rm bare}=\ln Z_1-\ln\prod_k(1+e^{-\beta\varepsilon_k})^2,$$

which is the same difference evaluated with one lead. The total energy and $\ln Z$ themselves do retain the odd electrons.

### Level averages and dynamics

Let $B$ contain an even number of $d,e$ operators. It acts on $|a,\nu\rangle$ in the same way as $H_1$, without changing $\nu$. The sum over $\nu$ gives the same factor $Z_o=\prod_k(1+e^{-\beta\varepsilon_k})^2$ in numerator and denominator, so

$$\langle B\rangle=\frac{Z_o\,\mathrm{Tr}(e^{-\beta H_1}B)}{Z_oZ_1}=\frac{\mathrm{Tr}(e^{-\beta H_1}B)}{Z_1}.$$

For time-dependent quantities, $d_\sigma$ commutes with $H_o$, and $H_o$ commutes with $H_1$. Hence

$$d_\sigma(t)=e^{iHt/\hbar}d_\sigma e^{-iHt/\hbar}=e^{iH_1t/\hbar}d_\sigma e^{-iH_1t/\hbar}.$$

A product of level operators at any times is thus built from $d$ and $e$ alone. If the number of factors is even, its average is the one-channel average. If it is odd, the average vanishes in both models, since $H$ conserves the parity of the electron number.

This covers the Green function of the interacting level,

$$G(z)=-\frac{i}{\hbar}\int_0^\infty dt\,e^{izt/\hbar}\langle\{d_\sigma(t),d_\sigma^\dagger\}\rangle,\qquad \mathrm{Im}\,z>0 .$$

In eigenstates $|n\rangle$ of energy $E_n$, the time dependence of $\langle n|d_\sigma(t)|m\rangle$ is $e^{i(E_n-E_m)t/\hbar}$. Integration gives

$$G(z)=\frac1Z\sum_{nm}\frac{(e^{-\beta E_n}+e^{-\beta E_m})\,|\langle n|d_\sigma|m\rangle|^2}{z+E_n-E_m}.$$

The operator $d_\sigma$ leaves $\nu$ unchanged, so $E_\nu$ cancels in the denominator, and its Boltzmann factor cancels against $Z_o$.

### A level with two states in each lead

Take $\varepsilon_d=-0.70$, $U=2.00$ and $k_BT=0.10$ meV. The first pair has energy $-0.50$ meV and $|V_L|=0.30$, $|V_R|=0.40$ meV; the second has energy $0.40$ meV and $|V_L|=0.20$, $|V_R|=0.15$ meV. The right amplitudes carry phases $0.60$ and $-0.90$ rad. The one-channel couplings are

$$V_1=\sqrt{0.30^2+0.40^2}=0.50\ \text{meV},\qquad V_2=\sqrt{0.20^2+0.15^2}=0.25\ \text{meV}.$$

The ratio $|V_R/V_L|$ is $4/3$ for the first pair and $3/4$ for the second, so no common angle exists.

The full problem has $2^{10}=1024$ states, the one-channel model $2^6=64$, and the odd electrons $2^4=16$; indeed $64\times16=1024$. The lowest odd energy is reached by filling the state at $-0.50$ meV with both spins, which gives $-1.000$ meV. Adding the lowest one-channel energy,

$$-1.965-1.000=-2.965\ \text{meV},$$

reproduces the lowest energy of the full problem. All 1024 energies agree to rounding error. For the partition function,

$$\ln Z_o=2\ln(1+e^{5})+2\ln(1+e^{-4})=10.050,$$

and $20.588+10.050=30.637$ from the unrounded values, again the full result. The mean occupation of the level is $0.868$ and its double occupation $0.0613$ in both calculations. The Green function at $z=0.2+0.1i$ meV is $0.670-1.163i$ meV$^{-1}$ in both. The numerical check thus includes interacting dynamics as well as static averages.

## Part II. Broken conditions, unequal leads and transmission

### Symbols and results carried over

A level with operators $d_\sigma$, energy $\varepsilon_d$ and repulsion $U$ is coupled by amplitudes $V_{\alpha k}$ to lead states $c_{\alpha k\sigma}$, with $\alpha=L,R$. For one pair of lead states, with $k$ and $\sigma$ suppressed,

$$e=\frac{V_L^*c_L+V_R^*c_R}{V},\quad o=\frac{-V_Rc_L+V_Lc_R}{V},\quad V^2=|V_L|^2+|V_R|^2,$$

and inversely $c_L=(V_Le-V_R^*o)/V$ and $c_R=(V_Re+V_L^*o)/V$. The level tunnels to $e$ with amplitude $V$. If both states have energy $\varepsilon_k$, then $H=H_1+H_o$: $H_1$ is a one-channel Anderson Hamiltonian for $d$ and $e$, and $H_o$ describes free odd electrons. In equilibrium all level averages follow from $H_1$. The numbers of electrons are denoted $n_a=a^\dagger a$.

### Cotunnelling in the rotated basis

Consider the regime $\varepsilon_d<0<\varepsilon_d+U$, with tunnelling weak enough for second-order perturbation theory and one electron on the level. An electron can pass from lead state $\alpha'k'$ to $\alpha k$ in two orders. The level may first emit into $\alpha k$, at an energy cost $\varepsilon_k-\varepsilon_d$; or it may first absorb from $\alpha'k'$, at a cost $\varepsilon_d+U-\varepsilon_{k'}$. Both orders contain the product $V_{\alpha k}V^*_{\alpha'k'}$, and neither cost depends on the lead labels. For any spins $\sigma,\sigma'$ the lead sum is therefore

$$\sum_{\alpha\alpha'}V_{\alpha k}V^*_{\alpha'k'}c^\dagger_{\alpha k\sigma}c_{\alpha'k'\sigma'}=V_kV_{k'}e^\dagger_{k\sigma}e_{k'\sigma'} .$$

This includes processes that exchange spin with the level, from which the Kondo effect arises. For $k=k'$ the matrix $M_{\alpha\alpha'}=V_\alpha V_{\alpha'}^*$ has eigenvalue $V^2$ for the vector $(V_L,V_R)$ and zero for $(-V_R^*,V_L^*)$. Transfer between leads and return to the same lead are thus parts of scattering in one channel. They are not two independent exchange couplings.

For lead states paired at equal energy, one rotated channel carries all the tunnelling, including cotunnelling, and in equilibrium it gives all averages and the Green function of the level. It remains to see what changes when the energies are mismatched, other terms mix the channels or a bias is applied, and how to treat leads with different bands and recover the transmission.
